# Outermost interlayer relaxation from the shift of an ion blocking dip

## Problem

A beam of 100 keV He ions strikes the (110) surface of fcc Pb at normal incidence. Some ions scatter from atoms of the second layer. On its way out, such an ion may meet an atom of the first layer, which deflects it. The yield therefore has a dip, the blocking dip, near the direction from the second-layer atom to the first-layer atom.

The detector moves in the plane that contains the surface normal and a bulk $\langle101\rangle$ row. The exit angle $\alpha$ is measured from the surface plane. The dip of the second-layer yield is found at

$$\Delta=\alpha_s-\alpha_b=-4.0^\circ\pm0.2^\circ ,$$

where $\alpha_s$ is the dip position and $\alpha_b$ the bulk blocking direction. The yield of deeper layers is taken to have been removed. The reading is an assumed one, and the lattice constant $a=0.495$ nm is a rough value.

1. Find the bulk layer spacing $d$ and the angle $\alpha_b$.
2. Explain why the dip marks the line joining the two atoms.
3. Find the first interlayer spacing $d_{12}$, the relative change $\varepsilon=(d_{12}-d)/d$, and their uncertainties.
4. Decide whether a formula linear in $\Delta$ is good enough.

Assume that the surface keeps its bulk lateral periodicity and symmetry. The (110) face has two vertical mirror planes through each surface atom, so the first layer can then move vertically but not sideways as a whole.

## Hints

**Hint 1.** Write the vector from a second-layer atom to its first-layer neighbour, and split it into a part along the normal and a part in the surface.

**Hint 2.** A repulsive atom pushes an ion away from the line joining emitter and blocker. Ask what changes when the ion starts on the other side of that line.

**Hint 3.** Relaxation changes one side of a right-angled triangle and leaves the other alone. Take the ratio of two tangents.

**Hint 4.** Expand the tangent to second order, with $\Delta$ in radians, and compare the second term with the experimental uncertainty.

## Solution

### 1. The bulk triangle

Lattice vectors of an fcc crystal are $(a/2)(i,j,k)$ with integers whose sum is even. The surface normal is $\mathbf n=(1,1,0)/\sqrt2$, so the height of a lattice point is

$$\frac a2(i,j,k)\cdot\mathbf n=\frac{a}{2\sqrt2}(i+j).$$

The integer $i+j$ can be 1, for instance with $(1,0,1)$. The layer spacing is therefore

$$d=\frac{a}{2\sqrt2}=0.1750\ \text{nm}.$$

The vector from a second-layer atom to its blocking neighbour is $\mathbf t=(a/2)(1,0,1)$, of length $a/\sqrt2$. Its vertical part is $d$. Its lateral part follows from Pythagoras:

$$b=\sqrt{\frac{a^2}{2}-\frac{a^2}{8}}=\frac{\sqrt3\,a}{2\sqrt2}=0.3031\ \text{nm}.$$

Hence

$$\tan\alpha_b=\frac db=\frac1{\sqrt3},\qquad \alpha_b=30^\circ .$$

Normal incidence suits this surface for two reasons. First, an atom of layer 2 has no atom straight above it: that would need $i=j=1/2$. An atom of layer 3 does have one, at the displacement $(a/2)(1,1,0)$, and lies in its shadow. The beam thus sees layers 1 and 2 fully and the deeper layers weakly. Second, a vertical movement of layer 1 leaves it directly above layer 3, so the alignment of the shadow survives the relaxation.

The beam travels along $-\mathbf n$. For an exit direction $\hat{\mathbf k}$, the scattering angle $\Theta$ obeys $\cos\Theta=-\mathbf n\cdot\hat{\mathbf k}=-\sin\alpha$, or $\Theta=90^\circ+\alpha$. The bulk dip lies at $\Theta=120^\circ$. With the beam direction held fixed, a shift in $\Theta$ equals the shift in $\alpha$, including its sign.

### 2. Why the dip marks the interatomic line

Let an ion of energy $E$ pass the blocking atom at impact parameter $p$. For a small deflection, the transverse momentum it gains is the transverse force integrated along a straight path $z$ at speed $v$. Dividing by the momentum $Mv$, with $Mv^2=2E$, gives the deflection

$$\theta(p)=-\frac1{2E}\frac{d}{dp}\int_{-\infty}^{\infty}V\!\left(\sqrt{p^2+z^2}\right)dz .$$

For the nuclear charges $Z_1=2$ and $Z_2=82$, take the Molière form of the screened repulsion, in Gaussian units,

$$V(R)=\frac{Z_1Z_2e^2}{R}\sum_i c_i e^{-\kappa_iR},\qquad \sum_i c_i=1 .$$

Here $c_i=(0.35,0.55,0.10)$ and $\kappa_i=(0.3,1.2,6.0)/a_s$. The screening length is $a_s=0.8853\,a_0(\sqrt{Z_1}+\sqrt{Z_2})^{-2/3}=0.0098$ nm, with $a_0$ the Bohr radius. Each term of the path integral gives $2K_0(\kappa_ip)$, and $K_0'=-K_1$, where $K_0$ and $K_1$ are modified Bessel functions. Therefore

$$\theta(p)=\frac{Z_1Z_2e^2}{E}\sum_i c_i\kappa_iK_1(\kappa_ip).$$

Without screening, $\kappa_i\to0$ and $K_1(\kappa_ip)\to1/(\kappa_ip)$, which leaves $\theta=Z_1Z_2e^2/(Ep)$.

Let $r$ be the distance between the two atoms. An ion emitted at a small angle $\psi_0$ from their joining line passes the blocker at $p=r\psi_0$. It leaves at

$$\psi=\psi_0+\theta(r\psi_0).$$

The plus sign expresses repulsion: the ion is turned away from the line. An ion starting on the opposite side has the same deflection with the opposite direction. The emptied region is therefore a cone about the joining line, and the dip has its centre there.

The unscreened cone has a simple edge. Set the derivative of $\psi$ to zero:

$$1-\frac{Z_1Z_2e^2}{Er\psi_0^2}=0,\qquad \psi_0=\sqrt{\frac{Z_1Z_2e^2}{Er}},\qquad \psi_{\min}=2\sqrt{\frac{Z_1Z_2e^2}{Er}} .$$

The energy $E$ is that after the large-angle collision. If $E_0$ is the energy before it, $\mu=207.2/4.0026$ the mass ratio and $s=\sqrt{E/E_0}$, then conservation of energy and momentum gives

$$\mu(1-s^2)=1+s^2-2s\cos\Theta .$$

This is a quadratic equation for $s$, with the positive root

$$s=\frac{\cos\Theta+\sqrt{\mu^2-\sin^2\Theta}}{1+\mu}.$$

At $\Theta=116^\circ$, the measured dip, $E=94.59$ keV. With $r=0.3373$ nm, found from the spacing obtained below, the unscreened half-angle is $9.9^\circ$. Numerical minimization of $\psi$ with the screened deflection gives $6.0^\circ$. Screening narrows the cone considerably but leaves its axis in place. Because the edge depends on the screening and the axis does not, the dip position is taken from the centre of a fit and not from an edge.

### 3. From angle to spacing

After relaxation the vertical side of the triangle is $d_{12}=d(1+\varepsilon)$, while $b$ is unchanged:

$$\tan\alpha_s=\frac{d_{12}}b,\qquad \tan\alpha_b=\frac db .$$

Dividing the first equation by the second removes $b$:

$$\frac{\tan\alpha_s}{\tan\alpha_b}=\frac{d_{12}}d=1+\varepsilon .$$

With $\alpha_s=\alpha_b+\Delta$,

$$\boxed{\ \varepsilon=\frac{\tan(\alpha_b+\Delta)}{\tan\alpha_b}-1\ }$$

A contracted first layer lies lower, so the line to it is flatter and $\Delta<0$. If $\Delta=0$, then $\varepsilon=0$. The lattice constant has dropped out of $\varepsilon$; a uniform expansion of the cubic crystal with temperature does not alter it. The absolute spacing still needs $d$.

For the given reading, $\alpha_s=26.0^\circ$ and

$$\varepsilon=\frac{0.48773}{0.57735}-1=-0.155 .$$

The first interlayer spacing is contracted by 15.5% of its bulk value:

$$d_{12}=0.1750\ \text{nm}\times(1-0.1552)=0.1478\ \text{nm},$$

or 1.478 Å. Relative to the second layer, the first layer has moved inward by 0.027 nm.

For the uncertainty, differentiate at fixed $\alpha_b$, which the crystal structure supplies:

$$\frac{d\varepsilon}{d\Delta}=\frac{1}{\cos^2\alpha_s\tan\alpha_b},\qquad
\sigma_\varepsilon=\frac{\sigma_\Delta}{\cos^2\alpha_s\tan\alpha_b}.$$

The stated $0.2^\circ$ is $0.00349$ rad, so $\sigma_\varepsilon=0.0075$. The result is

$$\varepsilon=(-15.5\pm0.8)\%,\qquad d_{12}=0.1478\pm0.0013\ \text{nm}.$$

These uncertainties contain the angular reading error alone. They leave out the error of the rough lattice constant and any error of the blocking model.

### 4. Is the linear formula enough?

The first two derivatives of the tangent are

$$\frac{d\tan\alpha}{d\alpha}=\frac1{\cos^2\alpha},\qquad
\frac{d^2\tan\alpha}{d\alpha^2}=\frac{2\tan\alpha}{\cos^2\alpha}.$$

Insert them in the Taylor series and divide by $\tan\alpha_b$. Since $\cos^2\alpha_b\tan\alpha_b=\sin\alpha_b\cos\alpha_b=\tfrac12\sin2\alpha_b$,

$$\varepsilon=\frac{2\Delta}{\sin2\alpha_b}+\frac{\Delta^2}{\cos^2\alpha_b}+O(\Delta^3).$$

With $\Delta=-0.0698$ rad, the first term is $-16.1\%$ and the sum of both is $-15.5\%$. The linear formula overstates the contraction by 0.6% of $d$, nearly as much as the reading uncertainty. It is useful for an estimate, but the tangent ratio costs no more work and should be used for the result.

The linear formula also shows the effect of geometry. At fixed small strain, $\Delta\simeq\tfrac12\varepsilon\sin2\alpha_b$ is largest for $\alpha_b=45^\circ$. It vanishes towards grazing and towards normal exit, where a given relative change of the spacing hardly turns the joining line.

### 5. What vibration and refraction do

Thermal vibration broadens the dip. Its mean position can move if the vertical and lateral amplitudes differ. Let each atom have rms displacements $\sigma_x$ along the lateral direction and $\sigma_z$ along the normal, independent of the other atom. The relative displacement then has variances $2\sigma_x^2$ and $2\sigma_z^2$. For $\alpha=\arctan(z/x)$,

$$\frac{\partial^2\alpha}{\partial x^2}=\frac{2xz}{r^4},\qquad
\frac{\partial^2\alpha}{\partial z^2}=-\frac{2xz}{r^4}.$$

Half of each second derivative times its variance gives the mean change of direction,

$$\langle\delta\alpha\rangle\simeq\frac{2xz}{r^4}(\sigma_x^2-\sigma_z^2)
=\frac{\sin2\alpha}{r^2}(\sigma_x^2-\sigma_z^2),$$

because $xz=\tfrac12r^2\sin2\alpha$. For isotropic vibration it vanishes at this order. With $\sigma_x=0.010$ nm, a rough value for a cooled sample, and $\sigma_z=1.3\,\sigma_x$, it is $-0.03^\circ$. This is the shift of the mean joining line. The centre of a fitted dip need not follow it, even in sign: the distance between the atoms varies together with the direction of their joining line, which makes the dip slightly asymmetric. For these amplitudes the fitted shift is also only a few hundredths of a degree.

A surface potential step $U$ that retards the outgoing ion reduces the vertical part of its energy, $E\sin^2\alpha$, by $U$ and leaves the parallel part unchanged. For a rough $U=10$ eV the exit angle falls by $0.006^\circ$. Both effects are small beside $0.2^\circ$.

## Variation A: an expanded first layer

*Suppose the first spacing is expanded by 8%. Where is the dip?*

Invert the boxed formula:

$$\alpha_s=\arctan\left[(1+\varepsilon)\tan\alpha_b\right]
=\arctan(1.08\times0.57735)=31.9^\circ .$$

The shift is $+1.9^\circ$, away from the surface plane.

A trajectory simulation shows how well a fitted dip follows this rule. Ions start isotropically from a vibrating layer-2 atom and are deflected by a vibrating layer-1 atom, with the screened $\theta(p)$ above and an amplitude of 0.010 nm along each axis. Exit angles are counted within $\pm2^\circ$ of the scattering plane. A Gaussian dip on a straight background is then fitted within $10^\circ$ of its centre. The results for $1.2$ million ions per surface are:

| Strain put in | Fitted dip | Strain recovered |
|---:|---:|---:|
| 0 | 29.95° | reference |
| −15.5% | 26.01° | −15.3% |
| +8.0% | 31.99° | +8.4% |

The recovered strains differ from those put in by 0.2% and 0.4% of $d$. Counting noise moves a fitted centre by about $0.03^\circ$, and hence a recovered strain by about 0.2% of $d$. The differences are one to about two times this noise, so they are no evidence against the rule.

## Variation B: the deeper layers are not removed

*The crystal has the contraction found above, but the dip is fitted to the total surface yield. What contraction does the formula return?*

Vibration carries some atoms of layers 3 and 4 out of the shadow. Let $L$ be the distance to the shadowing atom and $\sigma^2=2u^2$ the relative variance along each lateral axis, with $u=0.010$ nm. An ion passing the upper atom at $p$ arrives at $p+L\theta(p)$. Averaging over the Gaussian position of the lower atom gives its chance of being hit, relative to an unshadowed atom:

$$P=\int_0^\infty\frac{p}{\sigma^2}
\exp\left\{-\frac{[p+L\theta(p)]^2}{2\sigma^2}\right\}dp .$$

Here $\theta$ is taken at the incident 100 keV. Numerical integration gives 0.12 for layer 3, with $L=d_{12}+d$, and 0.11 for layer 4, with $L=2d$. These chances are sensitive to the inputs. They fall to 0.07 and 0.06 for $u=0.009$ nm and rise to 0.19 and 0.17 for $u=0.011$ nm. The ZBL screened potential in place of the Molière form gives 0.10 and 0.08 at $u=0.010$ nm.

These layers are blocked along rows whose lower spacings are still those of the bulk, so their dips pull the total dip towards $30^\circ$. Add the simulated yields of layers 3 and 4, weighted by these chances, to the layer-2 yield and a constant layer-1 yield. The fitted centre moves from $26.01^\circ$ to $26.69^\circ$.

The bulk reference was simulated with emission from layer 10 through the nine atoms above it. Its centre is $29.94^\circ$ with the relaxed top layer and $30.04^\circ$ without relaxation. This difference of $0.10^\circ$ is counting noise. When both cases are run with the same random numbers and more ions, the two centres agree within $0.01^\circ$ and lie at $30.0^\circ$. The apparent shift is

$$26.69^\circ-29.94^\circ=-3.25^\circ,$$

and the boxed formula returns $\varepsilon=-12.7\%$ instead of $-15.5\%$. The error, 2.8% of $d$ in this run, is several times the reading uncertainty. It carries counting noise of its own: an error of $0.1^\circ$ in the apparent shift changes it by about 0.4% of $d$, and with the reference at $30.0^\circ$ it is 2.6%. It depends more strongly on the weights of layers 3 and 4. The hit chances for $u=0.009$ and $0.011$ nm turn the 2.8% into about 1.6% and 3.9%, and those of the ZBL potential into about 2.2%. The remedy is to vary $d_{12}$ in a simulation of the total yield until the simulated dip agrees with the measured one.

The yield should also be divided by the Rutherford factor $\sin^{-4}(\Theta/2)$ before the fit. If this factor is left in, the fitted centre of the total dip moves by $-0.3^\circ$, opposite to the pull of the deeper layers. The bulk reference dip moves the same way if it too is left uncorrected, so part of this error cancels in $\Delta$. The sign follows from a short expansion. Let $x$ be the angle from the dip centre, $g=e^{-x^2/2w^2}$ the dip shape, $D$ its depth and $q>0$ the relative fall of the cross section per unit angle. Then

$$(1-qx)(1-Dg)=1-qx-D(1-qx)g .$$

The straight background absorbs $1-qx$. To first order in $q$, the remaining factor $(1-qx)g$ is a Gaussian centred at $x=-qw^2$, which lies on the side of smaller $\alpha$.

**Comparison with a real surface.** Helium at 100 keV and a cooled Pb crystal are within the usual regime of medium-energy ion scattering. Pb(110) is an open face with a strong first-layer contraction, roughly 15%, so the assumed reading is of a realistic size. Real Pb(110) also changes its second spacing, which the simulation keeps at the bulk value. That does not alter the triangle between layers 1 and 2, but it moves the layer-3 dip and hence the bias found in Variation B. The simulation also omits surface emission from below layer 4, atoms outside the exit row, and the preference of the beam for deeper atoms displaced out of the shadow. The 2.8% is therefore a model estimate of the bias, not a universal correction.
